Why Guided-Mode X-Ray Reflectivity Dips Need Absorption or Another Loss

At a grazing angle of 0.1569°, a model polystyrene-like film 100 nm thick on silicon reflects 57% of an 8.05 keV X-ray beam. Remove the absorption from both materials, keep everything else, and the specular reflectivity at that angle becomes 100%. Yet the field inside the lossless film is still resonant: its peak intensity is about 60 times that of the incident wave. The resonance does not need a loss of flux, but the dip does; here the loss is absorption.

**The model and its angular window**

Take a uniform film of thickness d on a thick substrate, both laterally infinite, lit by a plane wave at grazing angle θ. The time factor is exp(−iωt) and the index is n = 1 − δ + iβ, so positive β means absorption. The coordinate z points into the sample, with the surface at z = 0. For s polarization the electric field is ψ(z) exp(ikx cos θ), where k is the vacuum wavenumber. The wave equation becomes

ψ″ + k²(n² − cos²θ)ψ = 0.

Let k₀ = k sin θ. Then k²(n² − cos²θ) = k₀² − k²(1 − n²). Expanding n² and dropping β², which is negligible beside δ, gives

ψ″ + (k₀² − V + iW)ψ = 0,
V = k²δ(2 − δ), W = 2k²(1 − δ)β.

Both ψ and ψ′ are continuous at the interfaces, because they represent the tangential electric and magnetic fields.

Subscripts 1 and 2 denote film and silicon. A material's critical angle is where k₀² = V. With δ₁ = 3.5×10⁻⁶ and δ₂ = 7.6×10⁻⁶, these angles are 0.1516° and 0.2234°. Between them the wave propagates in the polymer but decays in the silicon.

**Why a lossless sample shows no dip**

The normal energy flux is proportional to

J = Im(ψ*ψ′).

Differentiate and substitute the wave equation. The terms |ψ′|² and −(k₀² − V)|ψ|² are real and drop out, leaving

J′ = −W|ψ|².

Above the film, ψ = exp(ik₀z) + r exp(−ik₀z). At the surface ψ = 1 + r and ψ′ = ik₀(1 − r), so

J(0) = k₀ Re[(1 + r*)(1 − r)] = k₀(1 − |r|²),

since r* − r is purely imaginary. Deep in the silicon the field vanishes, and J with it. Integrating J′ over depth gives, with R = |r|²,

1 − R = (1/k₀) ∫₀^∞ W|ψ|² dz.

If W = 0 everywhere, R = 1. The shape of V(z) did not enter, so a smoothly graded, laterally uniform interface does not create a dip either. Nor does finite angular resolution: an average of reflectivities that all equal 1 is still 1.

Absorption is not needed above the silicon critical angle. There the substrate carries flux away, J does not vanish at depth, and ordinary fringes appear in a lossless sample. At 0.25° the lossless model reflects only 2.9%.

**Where the resonance is**

In the lossless film define

k₁² = k₀² − V₁, κ² = V₂ − k₀², K² = V₂ − V₁ = k₁² + κ².

The silicon field decays as exp[−κ(z − d)]. Apart from a constant phase, the film field is the real standing wave

u = A cos[k₁(d − z) − φ].

At z = d, u′/u = −k₁ tan φ. Matching this to −κ gives φ = arctan(κ/k₁).

Since |r| = 1, write r = exp(iη). After removal of the same constant phase, the field above the film is u = 2 cos(k₀z − η/2). Therefore u² + (u′/k₀)² = 4 at the surface. With χ = k₁d − φ, the film side gives u(0) = A cos χ and u′(0) = A k₁ sin χ, so

A² = 4 / [cos²χ + (k₁/k₀)² sin²χ].

The film has k₁ < k₀. Resonance occurs when cos χ = 0:

k₁d − arctan(κ/k₁) = (m + ½)π, m = 0, 1, 2, …
A² = 4k₀²/k₁².

The surface is then a node and r = −1. For m = 0, k₀ = 0.11174 nm⁻¹ and k₁ = 0.02891 nm⁻¹, so A² = 4(0.11174/0.02891)² ≈ 60.

These states are guided modes, but leaky ones. Silicon reflects the wave totally; the upper surface does so only partially, with an amplitude of magnitude

ρ = (k₀ − k₁)/(k₀ + k₁) = 0.59.

The stored wave therefore returns to the vacuum and joins the specular beam.

As k₁ rises from 0 to K, χ rises steadily from −π/2 to Kd. The number of resonances is thus the integer part of Kd/π + ½, apart from threshold cases. Here Kd/π = 3.718, giving four. For small k₁, φ ≈ π/2 − k₁/K, and the condition reduces to

k₁ ≈ (m + 1)π/(d + 1/K).

With K = 0.11682 nm⁻¹ this predicts k₁ = 0.0289 nm⁻¹ for m = 0, in agreement with the full condition. The term 1/K is the extra thickness supplied by the evanescent tail.

**What a lossless resonance does instead**

Let S be the integral of |ψ|² over film and silicon for unit incident amplitude. It is tied to the reflected phase. Differentiate the lossless wave equation with respect to k₀, writing v = ∂u/∂k₀:

v″ + (k₀² − V)v + 2k₀u = 0.

Combining this with the equation for u gives (uv′ − u′v)′ = −2k₀u². The field vanishes at depth, so integration yields

u(0)v′(0) − u′(0)v(0) = 2k₀S.

At the surface,

u = 2 cos(η/2), u′ = 2k₀ sin(η/2),
v = −(dη/dk₀) sin(η/2),
v′ = 2 sin(η/2) + k₀(dη/dk₀) cos(η/2).

Substitution makes the left side 2 sin η + 2k₀ dη/dk₀. Hence

S = dη/dk₀ + (sin η)/k₀.

At resonance sin η = 0, so the stored intensity equals the phase slope.

That slope displaces a beam sideways. A reflected component has phase kₓx + η at the surface, where kₓ = k cos θ. Its stationary point is Δx = −dη/dkₓ. At fixed photon energy dk₀/dkₓ = −kₓ/k₀, and therefore

Δx = (kₓ/k₀)S at resonance.

For m = 0 the displacement is 1.19 mm. This reading applies to a beam whose angular spread is much smaller than the resonance width. All the flux still returns, but it emerges farther along the surface.

**How absorption turns storage into a dip**

The film part of S follows from integrating cos² over the thickness:

S₁ = A²{d/2 + [sin 2χ + sin 2φ]/(4k₁)}.

The silicon part is the integral of the decaying tail:

S₂ = A² cos²φ/(2κ).

For weak absorption, put these lossless fields into the flux balance. The first-order loss is

L = (W₁S₁ + W₂S₂)/k₀.

For the m = 0 resonance the contributions are

film: (1.664×10⁻⁵ nm⁻²)(3234.5 nm)/(0.11174 nm⁻¹) = 0.482,
silicon: (5.658×10⁻⁴ nm⁻²)(16.2 nm)/(0.11174 nm⁻¹) = 0.082.

Silicon has the larger W, but the film holds 200 times more stored intensity. The film contribution can also be read as a path: the film's share of the lateral travel, (kₓ/k₀)S₁ = 1.18 mm, divided by the polymer attenuation length of 2.45 mm gives 0.48.

The total, L = 0.564, is too large for R ≈ 1 − L to be accurate, because absorption also reduces the field. To include this, let G be the amplitude factor for reflection at silicon plus a round trip through the film. Summing the repeated passes gives

r = ρ + (1 − ρ²)G/(1 + ρG) = (ρ + G)/(1 + ρG).

At a lossless resonance G = −1. With moderate loss take G = −g, where g = exp(−a) < 1, neglecting small phase shifts. Then

r = (ρ − g)/(1 − ρg).

Form the ratio

y = (1 + r)/(1 − r) = [(1 + ρ)/(1 − ρ)] [(1 − g)/(1 + g)] = (k₀/k₁) tanh(a/2).

Solving for r gives R = [(1 − y)/(1 + y)]². For small y, R ≈ 1 − 4y, so the first-order loss is L = 4y. When a is small, y remains proportional to the absorption even if y itself is not small, and

R ≈ [(1 − L/4)/(1 + L/4)]².

With L/4 = 0.141 this gives R = (0.859/1.141)² = 0.567. The full layer calculation also gives 0.567. Film absorption alone gives 0.616 and silicon absorption alone 0.922, so either material can make the dip visible.

The contrast comes from the field. At 0.1633°, where χ = π and A² has fallen to 4, the same absorbing sample reflects 96%.

**More absorption does not always mean a deeper dip**

The dip is deepest when L = 4, equivalent to g ≈ ρ. The directly reflected wave and the wave leaking from the film then cancel, and the incident flux is absorbed. With silicon held lossless and the angle fixed at the m = 0 resonance, this requires the film β to be multiplied by 4/0.482 = 8.3. The calculated R is then 0.004. The estimate, which keeps ρ real and G negative, is not accurate enough to give this remainder.

At four times that β, R rises to 0.25. The wave is now damped before it can build up, and the surface reflection is no longer cancelled. Here L = 16 and the small-a formula would give 0.36, which is poor. Since L = 2ak₀/k₁ at first order, a = 2.07; retaining the hyperbolic tangent gives y = 3.0 and R = 0.25. At this β, however, W₁ is about 0.66k₁², so the neglected phase shifts are no longer small and such close agreement should not be expected in general. Loss is therefore necessary for a dip in this window, but a strong loss can weaken it.

There is a consequence for fitting. The values y and 1/y give the same R. Since tanh(a/2) < 1, y stays below k₀/k₁, so in this estimate the strong-absorption branch (y > 1) reaches only R < ρ² = 0.35. The dip with R = 0.57 therefore belongs to the weak branch. For a dip with R below ρ², the depth does not by itself distinguish weak from strong absorption; its width, the other dips and independent limits on β are needed.

**Scattering as the loss channel**

Absorption can be replaced by any process that removes flux from the measured specular beam. As a test, let both materials be lossless and corrugate their buried interface. The model uses equal stripes of polymer and silicon, with a period of 20 µm and a root-mean-square height of 2 nm. At the m = 0 resonance about 3.4% of the flux leaves the specular beam (3.35% with the nine diffraction orders on each side used in the output below, 3.36% when converged); at 0.1633° only 0.5% does. The flux has gone into other reflected and transmitted directions, not into heat. A detector that collected all of them would see no deficit.

The contrast again follows the field. At the silicon interface the intensity is A² cos²φ, and cos²φ = k₁²/K². This equals 4k₀²/K² at resonance but 4k₁²/K² where χ = π.

For a height of 0.5 nm the resonant loss is 0.23%. The same stripes at the polymer surface remove less than 10⁻⁸ of the flux at resonance. The surface is then a node, which removes the leading scattering term. The next term depends on the square of the local height, which is the same on both kinds of stripe, so it causes no diffraction either. Other height profiles lack this second cancellation and can scatter much more, and the figure should not be carried over to other angles. The losses quoted here belong to this stripe shape and period; they are not a prediction for a random interface.

**What to expect in a measurement**

The calculated resonances and reflectivities with absorption are:

m = 0: 0.1569°, R = 0.57
m = 1: 0.1719°, R = 0.79
m = 2: 0.1938°, R = 0.81
m = 3: 0.2191°, R = 0.64

Only the first three have a nearby local minimum in R. The fourth resonance exists, but lies on the falling edge near the silicon critical angle. Counting minima can therefore undercount the resonances.

The m = 0 line is also narrow. Near resonance, let ε be the departure of χ from its resonant value. Then A² ≈ 4/[ε² + (k₁/k₀)²], whose full width at half maximum is 2k₁/k₀ in χ. From the surface field, tan(η/2) = (k₁/k₀) tan χ, so dη/dχ = 2k₀/k₁ at resonance. Since S = dη/dk₀, the width in k₀ is 4/S. Here this estimate gives 0.0017° in angle. The exact lossless width of A² is 0.0018°, and absorption broadens the dip to about 0.0021°. An instrument with a Gaussian resolution of 0.005° full width would raise the observed value at the dip from 0.57 to 0.81. Resolution cannot create the dip, but it can hide much of it.

The optical constants are rough typical values for polystyrene and silicon near this energy, and the thickness is chosen as an example. The assumption of a plane wave on an endless sample also needs checking. A beam 0.05 mm high has an 18 mm footprint at the m = 0 angle, nearly filling a 20 mm sample. The lateral displacement is 6% of the sample length. If the beam lit the surface right up to the far edge, the guided flux escaping there would be at most about what falls on a strip of that length. A centred footprint leaves a dark margin of about 0.9 mm, in which most of the guided flux leaks back into the vacuum before it reaches the edge. Compton scattering adds at most 5.4% to the polymer's absorption coefficient, an upper bound that treats every electron as free. It would lower the dip reflectivity from 0.57 to no less than about 0.55. Coherent wide-angle scattering from the amorphous polymer is a further loss of similar size and is not covered by this bound. An independent-atom estimate, which ignores interference between atoms, puts it near 5% and Compton scattering from bound electrons near 4%; together they give R of about 0.54. A native oxide on the silicon is not included.

For quantitative work:

1. Use dip positions mainly to constrain thickness and film density, and fit several together. In this example the three minima lie within about 0.0002° of the lossless resonances.
2. Include β for both film and substrate. A model with both set to zero and no other loss cannot reproduce a dip in this window, whatever its thickness or density profile.
3. Apply the angular resolution and footprint correction before assigning the dip depth to absorption.
4. If the depth still exceeds what credible β values allow, look for flux elsewhere: measure off-specular scattering and change the beam size. The lateral displacement rarely clips at the detector slit, since 1.19 mm along the surface is only about 3 µm across the reflected beam. The slit's angular acceptance does matter, because it sets how much scattered flux is counted as specular. For the 2 nm stripes with a 20 µm period the first reflected order leaves at 0.274°, far from the specular beam. With a 200 µm period it leaves at 0.172°, and most of the roughly 9.5% scattered flux lies within 0.02° of the specular direction.

The remaining intermediate values are in the numerical output below.

Values computed for the example and the checks

```
Photon energy: 8.05 keV
Wavelength: 0.15402 nm; k: 40.795 nm^-1
Film thickness: 100 nm
Polymer delta: 3.50e-06; beta: 5.00e-09
Silicon delta: 7.60e-06; beta: 1.70e-07
Polymer critical angle: 0.1516 deg
Silicon critical angle: 0.2234 deg
K: 0.11682 nm^-1; K*d/pi: 3.718
Number of leaky resonances: 4
m=0: angle 0.1569 deg, antinode intensity 59.74, R with absorption 0.5673
m=1: angle 0.1719 deg, antinode intensity 18.01, R with absorption 0.7933
m=2: angle 0.1938 deg, antinode intensity 10.30, R with absorption 0.8104
m=3: angle 0.2191 deg, antinode intensity 7.67, R with absorption 0.6422
Angles of actual R minima (deg): 0.1568, 0.1717, 0.1939
Largest lossless |R-1|, uniform film: 2.7e-15
Largest lossless |R-1|, graded film: 4.4e-16
m=0 k0: 0.11174 nm^-1; k1: 0.02891 nm^-1
m=0 S_film: 3234.5 nm; S_silicon: 16.2 nm
W film: 1.664e-05 nm^-2; W silicon: 5.658e-04 nm^-2
First-order loss, film: 0.4817; silicon: 0.0819
First-order loss L, total: 0.5636
m=0 R, single-resonance estimate: 0.5670
m=0 R, full layer formula: 0.5673
Off-resonance angle (chi=pi): 0.1633 deg
Off-resonance R with absorption: 0.9577
m=0 R, film absorption only: 0.6164
m=0 R, silicon absorption only: 0.9215
m=0 lossless angular FWHM: 0.00173 deg
m=0 lateral displacement: 1.187 mm
Polymer attenuation length: 2.451 mm
Film beta multiplier for L=4, silicon lossless: 8.30
R at that film beta: 0.00395
R at four times that film beta: 0.2464
Buried roughness 0.5 nm, no absorption: 1-R at resonance 2.304e-03, off resonance 3.449e-04
Buried roughness 2.0 nm, no absorption: 1-R at resonance 3.348e-02, off resonance 5.107e-03
Surface roughness 0.5 nm, 1-R at resonance: 4.740e-09
Roughness model period: 20 um
m=0 R after 0.005 deg FWHM blur: 0.8083
Footprint of 0.05 mm beam: 18.25 mm
Displacement / 20 mm sample length: 0.0593
Compton upper bound / polymer absorption: 0.0536
Lossless R at 0.2500 deg, above silicon edge: 0.0288
```
